# Nonlinear core correction force in a plane-wave calculation, part 2

In a plane-wave pseudopotential calculation, the nonlinear core correction attaches a rigid, spherical core density $\rho_I$ to each ion $I$ at $\mathbf R_I$. The problem is to find the force $\mathbf F_I$ that arises because this density moves with the ion.

Hartree atomic units are used, and energies are per cell of volume $\Omega$. Periodic functions are expanded in reciprocal lattice vectors $\mathbf G$ as

$$f(\mathbf r)=\sum_{\mathbf G}f(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.$$

The exchange-correlation energy $E_{\rm xc}$ is evaluated at $n_\sigma=n_\sigma^{\rm val}+\tfrac12n_{\rm core}$, where $\sigma$ is the spin, $n_\sigma^{\rm val}$ are the valence densities with sum $n^{\rm val}$, and $n_{\rm core}$ is the total core density. Its functional derivatives there are $v_\sigma$. The ionic potential is $V_{\rm ion}$.

Part (b): with self-consistent orbitals and fixed occupations, cell and basis, the orbital response does not contribute to the total force. The core term is $-\partial E_{\rm xc}/\partial\mathbf R_I$ at fixed valence density.

Part (c):

$$\mathbf F_I=-\int_\Omega\bar v(\mathbf r)\,\frac{\partial n_{\rm core}(\mathbf r)}{\partial\mathbf R_I}\,d^3r,\qquad \bar v=\tfrac12(v_\uparrow+v_\downarrow).$$

If a fraction $p$ of the core has spin up, $p\,v_\uparrow+(1-p)\,v_\downarrow$ replaces $\bar v$.

Part (d):

$$\frac{\partial n_{\rm core}}{\partial\mathbf R_I}=-\sum_{\mathbf T}\nabla\rho_I(|\mathbf r-\mathbf R_I-\mathbf T|),$$

with lattice vectors $\mathbf T$, so that $\mathbf F_I=\int\bar v(\mathbf r)\,\nabla\rho_I(|\mathbf r-\mathbf R_I|)\,d^3r$ over all space.

The core form factor $\tilde\rho_I(G)$ is the Fourier integral of $\rho_I$ about its centre, without a factor $1/\Omega$. It enters through

$$n_{\rm core}(\mathbf G)=\frac1\Omega\sum_I\tilde\rho_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I}.$$

For a Gaussian core of charge $Q$ and width $w$, $\tilde\rho(G)=Q\,e^{-G^2w^2/4}$.

Part (e), for real $\bar v$ and periodic $g$:

$$\int_\Omega\bar v\,g\,d^3r=\sum_{\mathbf G\mathbf G'}\bar v(\mathbf G)^*g(\mathbf G')\int_\Omega e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}\,d^3r=\Omega\sum_{\mathbf G}\bar v(\mathbf G)^*g(\mathbf G).$$

With $g=\partial n_{\rm core}/\partial\mathbf R_I$ this gives the force formula

$$\boxed{\;\mathbf F_I=i\sum_{\mathbf G}\mathbf G\,\bar v(\mathbf G)^*\,\tilde\rho_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I}\;}$$

and its real form, in which $\mathbf G$ and $-\mathbf G$ contribute equally:

$$\mathbf F_I=\sum_{\mathbf G}\mathbf G\,\tilde\rho_I(G)\,{\rm Im}\!\left[\bar v(\mathbf G)\,e^{i\mathbf G\cdot\mathbf R_I}\right].$$

### (f) A finite grid and gradient-dependent functionals

*Question.* A program evaluates $E_{\rm xc}$ on $N$ grid points. Under what conditions is the finite sum the derivative of that discretized energy? What potential must be used if $E_{\rm xc}$ depends on density gradients?

*Solution.* Let $e$ be the exchange-correlation energy per volume. For a local functional the program computes

$$E_{\rm xc}=\frac\Omega N\sum_{\mathbf r}e(n_\uparrow(\mathbf r),n_\downarrow(\mathbf r)).$$

Differentiating each grid term gives the force of part (c) with the integral replaced by $(\Omega/N)\sum_{\mathbf r}$ and with $v_\sigma=\partial e/\partial n_\sigma$. On the grid, $\frac1N\sum_{\mathbf r}e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}$ is one for equal and zero for different vectors of the finite set, so the step of part (e) holds without change. The result is the derivative of the discretized energy, provided that the core density on the grid is the finite Fourier sum whose derivative was taken. With an odd number of points along each edge, every $\mathbf G$ has its partner $-\mathbf G$. If a program changes the density afterwards, for example by setting negative values to zero, the energy no longer follows the Fourier sum at those points and this proof fails.

For a gradient-dependent functional, $e$ also depends on $\nabla n_\sigma$. Define the vector $\mathbf h_\sigma=\partial e/\partial(\nabla n_\sigma)$. A change of the densities gives

$$\delta E_{\rm xc}=\frac\Omega N\sum_{\mathbf r}\sum_\sigma\left(\frac{\partial e}{\partial n_\sigma}\,\delta n_\sigma+\mathbf h_\sigma\cdot\nabla\delta n_\sigma\right).$$

Let the gradient be computed by multiplying Fourier coefficients by $i\mathbf G$. Then

$$\frac1N\sum_{\mathbf r}\mathbf h_\sigma\cdot\nabla\delta n_\sigma=\sum_{\mathbf G}\mathbf h_\sigma(\mathbf G)^*\cdot i\mathbf G\,\delta n_\sigma(\mathbf G)=-\sum_{\mathbf G}\left[i\mathbf G\cdot\mathbf h_\sigma(\mathbf G)\right]^*\delta n_\sigma(\mathbf G),$$

because conjugation reverses the sign of $i$. The bracket is the Fourier coefficient of $\nabla\cdot\mathbf h_\sigma$. This is integration by parts on the grid, and it gives

$$v_\sigma=\frac{\partial e}{\partial n_\sigma}-\nabla\cdot\mathbf h_\sigma .$$

If $e$ is written in terms of $s_{\sigma\sigma'}=\nabla n_\sigma\cdot\nabla n_{\sigma'}$, then

$$\mathbf h_\uparrow=2\,\frac{\partial e}{\partial s_{\uparrow\uparrow}}\nabla n_\uparrow+\frac{\partial e}{\partial s_{\uparrow\downarrow}}\nabla n_\downarrow ,$$

and $\mathbf h_\downarrow$ follows by exchanging the spins. All densities and gradients include the core. With this potential the force formula keeps its form, and no separate gradient term is added.

### (g) The sum of the core forces

*Question.* Must the core forces of all ions add up to zero?

*Solution.* In the continuum, $E_{\rm xc}$ does not change when the complete densities $n_\sigma$ are shifted rigidly. A small shift $\mathbf s$ changes them by $-\mathbf s\cdot\nabla n_\sigma$, so

$$0=\sum_\sigma\int_\Omega v_\sigma\nabla n_\sigma\,d^3r=\sum_\sigma\int_\Omega v_\sigma\nabla n_\sigma^{\rm val}\,d^3r+\int_\Omega\bar v\,\nabla n_{\rm core}\,d^3r .$$

From part (d), $\nabla n_{\rm core}=-\sum_I\partial n_{\rm core}/\partial\mathbf R_I$, and the last integral is $\sum_I\mathbf F_I$. Hence

$$\sum_I\mathbf F_I=-\sum_\sigma\int_\Omega v_\sigma\nabla n_\sigma^{\rm val}\,d^3r .$$

The right side is in general not zero: the cores and the valence electrons exert forces on each other through $E_{\rm xc}$, and the left side counts the cores alone. Setting the sum of the core forces to zero by hand would therefore be wrong. On a grid the identity is approximate, because shifting the densities relative to fixed grid points changes the sampled energy slightly.

### (h) One pair of reciprocal vectors, then the whole sum

*Question.* A model cell has edges 8, 6.5 and 6 bohr and two ions:

- Ion 1: position $(1.0,1.2,0.9)$ bohr, ionic charge 2, Gaussian core with $Q=4$ and $w=0.8$ bohr.
- Ion 2: position $(4.3,2.0,1.6)$ bohr, ionic charge 1, Gaussian core with $Q=2$ and $w=0.9$ bohr.

There are two spin-up electrons and one spin-down electron. A self-consistent calculation at the $\Gamma$ point, with local spin-density exchange and VWN correlation, gives $\bar v(\mathbf G)=0.004789+0.020202\,i$ hartree for $\mathbf G=(2\pi/a,0,0)$, where $a=8$ bohr. Find the force on ion 1 from this vector and its partner, and compare it with the full sum.

*Solution.* Here $G=2\pi/8=0.7854$ bohr$^{-1}$. The form factor is

$$\tilde\rho_1=4\exp\!\left(-\frac{0.7854^2\times0.8^2}{4}\right)=3.624 .$$

The ion has $x=1.0$ bohr, so the phase angle is $0.7854=\pi/4$, and its cosine and sine are both $0.7071$. The imaginary part of the product is

$$0.7071\times(0.004789+0.020202)=0.01767\ \text{hartree}.$$

The vectors $\mathbf G$ and $-\mathbf G$ contribute equally, which gives

$$F_x^{\rm pair}=2\times0.7854\times3.624\times0.01767=0.1006\ \text{hartree/bohr}.$$

The full sum gives $F_x=0.00755$ hartree/bohr, about 13 times smaller than this one pair. The partial sums over $|\mathbf G|\le G_{\max}$ show the cancellation (forces in $10^{-3}$ hartree/bohr):

| $G_{\max}$ (1/bohr) | $F_x$ | $F_y$ | $F_z$ |
|---|---|---|---|
| 2 | −16.759 | 23.905 | −15.412 |
| 4 | 9.659 | 2.201 | 2.355 |
| 6 | 7.521 | 1.851 | 2.129 |
| 8 | 7.553 | 1.857 | 2.134 |

The last row agrees with the full grid sum to the digits shown. At $G_{\max}=2$ two components have the wrong sign. At $G_{\max}=6$ each component is within 0.5 % of its final value.

The orbitals in this calculation have a kinetic-energy cutoff of 5 hartree, so their wave vectors reach $\sqrt{2\times5}=3.16$ bohr$^{-1}$ and the valence density reaches twice that, 6.3 bohr$^{-1}$. The core density is not limited by this cutoff, and neither is $\bar v$, which is a nonlinear function of the density. The range of the force sum should therefore be set by the decay of the product $G\,\tilde\rho_I\,\bar v$.

At this orbital cutoff the core forces, summed over the whole grid, are

$$\mathbf F_1=(7.553,\,1.857,\,2.134)\times10^{-3}\ \text{hartree/bohr}=(0.388,\,0.095,\,0.110)\ \text{eV/Å},$$

$$\mathbf F_2=(-11.403,\,-2.472,\,-2.397)\times10^{-3}\ \text{hartree/bohr}=(-0.586,\,-0.127,\,-0.123)\ \text{eV/Å}.$$

The numerical check confirms these values in two other ways: by quadrature of $\bar v\,\nabla\rho_I$ in real space, and by finite differences of $E_{\rm xc}$ at frozen valence density. The two forces add up to $(-3.850,-0.615,-0.263)\times10^{-3}$ hartree/bohr. The valence integral $\sum_\sigma\int_\Omega v_\sigma\nabla n_\sigma^{\rm val}\,d^3r$ has the opposite value to the digits shown, as part (g) requires.

These digits belong to the fixed basis of 5 hartree, in which the force formula holds as derived in part (b). They are not converged with respect to that basis. With a cutoff of 10 hartree the forces become $\mathbf F_1=(7.72,\,1.87,\,2.17)\times10^{-3}$ and $\mathbf F_2=(-11.60,\,-2.50,\,-2.44)\times10^{-3}$ hartree/bohr, a change of 1 to 2 %, and the share of the core term found in part (i) moves from 9.4 % to 9.5 %. All further numbers refer to the cutoff of 5 hartree unless stated otherwise.

### (i) The place of the core force in the total force

*Question.* Ion 1 is moved along the unit vector $\mathbf e=(1,2,2)/3$, and the electrons are brought to self-consistency at each position. Compare the energy derivative with the sum of the explicit forces. Then determine how much the core term contributes to this sum, and how the core force changes if one spin channel replaces the average, if the potential is taken at the valence density, or if the core is polarized.

*Solution.* The model ions have a purely local potential with form factor $\tilde u_I(G)=-(4\pi Z_I/G^2)e^{-G^2b^2/4}$, where $Z_I$ is the ionic charge and $b=1$ bohr. The term $\mathbf G=0$ is dropped, since it does not depend on the positions. The energy $\int_\Omega n^{\rm val}V_{\rm ion}\,d^3r$ depends on $\mathbf R_I$ through the same phase as the core term, so the steps of part (e) apply with $\bar v$ replaced by $n^{\rm val}$ and $\tilde\rho_I$ by $\tilde u_I$:

$$\mathbf F_I^{\rm loc}=\sum_{\mathbf G}\mathbf G\,\tilde u_I(G)\,{\rm Im}\!\left[n^{\rm val}(\mathbf G)e^{i\mathbf G\cdot\mathbf R_I}\right].$$

The ion-ion energy is omitted from both sides of the comparison, because it does not depend on the electrons and has its own separate force. The core force along $\mathbf e$ is

$$\frac{7.553+2\times1.857+2\times2.134}{3}\times10^{-3}=5.178\times10^{-3}\ \text{hartree/bohr}.$$

With the local force of $49.799\times10^{-3}$ the sum is $54.977\times10^{-3}$ hartree/bohr. The finite difference of the self-consistent electronic energy gives $54.977\times10^{-3}$ as well. This tests the stationarity argument of part (b), since the orbitals were free to respond. Dropping the core term from this sum, with the density unchanged, would lower the electronic force along $\mathbf e$ by 9.4 % of its value in this model. A self-consistent calculation without any core density is a different comparison, because its valence density changes as well.

The total derivative of the exchange-correlation energy alone, $-dE_{\rm xc}/ds$ along the same self-consistent path with displacement $s$, is $26.091\times10^{-3}$ hartree/bohr, about five times the core force. The difference of $20.913\times10^{-3}$ comes from the response of the valence density. It is compensated by the response of the other energy terms and must not be added to the force.

The variants for ion 1 are, in $10^{-3}$ hartree/bohr:

| Potential used | $F_x$ | $F_y$ | $F_z$ |
|---|---|---|---|
| spin average, full density | 7.553 | 1.857 | 2.134 |
| spin up alone | −4.002 | −2.679 | −1.020 |
| spin down alone | 19.108 | 6.392 | 5.288 |
| spin average, valence density | 8.773 | 2.523 | 3.316 |

The spin-up potential alone reverses the sign of all three components. The first row is the mean of the second and third, because the force is linear in the potential.

The last row is too large by 16 %, 36 % and 55 % of the correct components (21 %, 38 % and 59 % with a cutoff of 10 hartree). It is the force of a different energy, namely the linearized core term $\int_\Omega\bar v[n^{\rm val}]\,n_{\rm core}\,d^3r$ at fixed valence density. Linearization would require the core density to be a small addition to the valence density, whereas the correction exists for the region where the core is not small.

For a polarized core, let 60 % of the core density of both ions have spin up, at the same valence density. The weighted potential $0.6\,v_\uparrow+0.4\,v_\downarrow$ gives $(6.244,1.326,1.764)\times10^{-3}$ hartree/bohr, in agreement with finite differences of $E_{\rm xc}$. The plain average of the same two potentials gives $(8.569,2.242,2.407)\times10^{-3}$, which is 37 % too large in the $x$ component. The equal weights in $\bar v$ thus express the assumption of an unpolarized core, whatever the polarization of the valence electrons.

For the PBE functional, evaluated at the same valence density and with the unpolarized core, the formula gives $(3.864,0.975,1.399)\times10^{-3}$ hartree/bohr on the grid of 27 points per edge used here. Finite differences of the PBE energy at frozen valence density on the same grid give the same values, which tests the divergence term of part (f). This agreement does not test grid convergence: with 45 points per edge the $x$ component rises by about $0.012\times10^{-3}$ hartree/bohr and the other two fall by about $0.001\times10^{-3}$, while the local spin-density forces keep all the digits shown. The $x$ component is about half of the local spin-density value. This comparison concerns the functional at one fixed density; a self-consistent PBE calculation would also change the density.

## Numbers as computed

```
cell edges (bohr): [8.  6.5 6. ]  volume (bohr^3): 312.0
ion 1: position (bohr) [1.  1.2 0.9] charge 2.0 core charge 4.0 core width (bohr) 0.8
ion 2: position (bohr) [4.3 2.  1.6] charge 1.0 core charge 2.0 core width (bohr) 0.9
ion potential width (bohr): 1.0
electrons up, down: [2, 1]  cutoff (hartree): 5.0
plane waves: 157  grid points per edge: 27
gaps up, down (hartree): 0.1926 0.2828
electronic energy (hartree): -4.459585
E_xc with core (hartree): -4.635698
form factor ion 1 at G=1.5/bohr, radial integral: 2.790705
largest core density error (bohr^-3): 1.9e-09
One pair +G,-G for ion 1, G=(2pi/a,0,0):
  G (1/bohr): 0.785398  form factor: 3.624072
  vbar(G) (hartree): +0.004789 +0.020202 i
  Im[vbar(G) exp(iG.R)] (hartree): +0.017671
  pair force x (hartree/bohr): +0.100597
Core force on ion 1 summed up to |G| (hartree/bohr):
  |G| <= 2/bohr: -0.016759 +0.023905 -0.015412
  |G| <= 4/bohr: +0.009659 +0.002201 +0.002355
  |G| <= 6/bohr: +0.007521 +0.001851 +0.002129
  |G| <= 8/bohr: +0.007553 +0.001857 +0.002134
Forces below in hartree/bohr, x y z:
core force ion 1, reciprocal sum: +0.007553 +0.001857 +0.002134
core force ion 1, real space    : +0.007553 +0.001857 +0.002134
core force ion 1, -dE_xc frozen : +0.007553 +0.001857 +0.002134
core force ion 2, reciprocal sum: -0.011403 -0.002472 -0.002397
core force ion 2, real space    : -0.011403 -0.002472 -0.002397
core force ion 2, -dE_xc frozen : -0.011403 -0.002472 -0.002397
core force ion 1 (eV/angstrom): +0.388380 +0.095485 +0.109731
core force ion 2 (eV/angstrom): -0.586363 -0.127128 -0.123263
sum of core forces        : -0.003850 -0.000615 -0.000263
valence side of identity  : +0.003850 +0.000615 +0.000263
ion 1, v_xc up only       : -0.004002 -0.002679 -0.001020
ion 1, v_xc down only     : +0.019108 +0.006392 +0.005288
ion 1, v_xc of valence    : +0.008773 +0.002523 +0.003316
ion 1, PBE, formula       : +0.003864 +0.000975 +0.001399
ion 1, PBE, -dE_xc frozen : +0.003864 +0.000975 +0.001399
ion 1, core up share 0.6, weighted: +0.006244 +0.001326 +0.001764
ion 1, core up share 0.6, plain mean: +0.008569 +0.002242 +0.002407
ion 1, core up share 0.6, -dE_xc: +0.006244 +0.001326 +0.001764
Ion 1 along (1,2,2)/3 (hartree/bohr):
  local ion force: +0.0497986
  core force: +0.0051781
  local + core: +0.0549767
  -dE/ds self-consistent: +0.0549767
  -dE_xc/ds self-consistent: +0.0260914
```
